# Synergy of an atomic-layer-etch cycle and what it measures: a numerical check

```python
"""
Atomic-layer-etch synergy: S = (E - a - b) / E
E: thickness removed per full cycle (nm)
a: thickness removed per cycle by modification alone (nm)
b: thickness removed per cycle by ions alone (nm)
Result under test: E=0.70, a=0.03, b=0.04 gives S = 90 %.
A surface model of the ion step tests what S means and sizes neglected effects.
In it q is the modified surface fraction, h the removable modified thickness
(equivalent silicon), tau its removal time and T the ion-step time.
"""
from fractions import Fraction
import numpy as np
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants, e as electron_charge


def synergy(full, modification, ions):
    return (full - modification - ions) / full


def ion_step(duration, h, modified_rate, bare_rate, q_start):
    """Integrate q, ion-assisted removal and bare sputtering; nm and s."""
    def rhs(t, y):
        q = y[0]
        return [-q * modified_rate / h, modified_rate * q,
                bare_rate * (1.0 - q)]
    sol = solve_ivp(rhs, (0.0, duration), [q_start, 0.0, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-13)
    assert sol.success
    return sol.y[:, -1]


def calibrated_h(full, a, b, x):
    """Modified thickness that gives the stated full-cycle removal."""
    return b / x + (full - a - b) / (-np.expm1(-x))


E, a, b = 0.70, 0.03, 0.04
T, tau = 20.0, 4.0
flux_cm2 = 1.0e15
cycles, total_error = 50, 0.2

S = synergy(E, a, b)
# Exact integer arithmetic in units of 0.01 nm.
assert Fraction(70 - 3 - 4, 70) == Fraction(9, 10)
assert abs(S - 0.9) < 1e-12

# Numerical surface model against the closed calibration formula.
x = T / tau
h = calibrated_h(E, a, b, x)
bare_rate = b / T
modified_rate = h / tau
q_end, assisted, bare_in_cycle = ion_step(T, h, modified_rate, bare_rate, 1.0)
ions_alone = ion_step(T, h, modified_rate, bare_rate, 0.0)[2]
E_model = a + assisted + bare_in_cycle
S_model = synergy(E_model, a, ions_alone)
assert abs(E_model - E) < 1e-7
assert abs(S_model - S) < 1e-7
overlap = b * (-np.expm1(-x)) / x
assert abs(assisted - (E - a - b + overlap)) < 1e-7

# Equal removal rates must give no synergy; a protective layer a negative one.
same = ion_step(T, h, bare_rate, bare_rate, 1.0)
S_same = synergy(a + same[1] + same[2], a, ions_alone)
assert abs(S_same) < 1e-7
protect = ion_step(T, h, 0.0, bare_rate, 1.0)
S_protect = synergy(a + protect[1] + protect[2], a, ions_alone)
assert S_protect < 0.0

# Bounds on the ion-assisted share for short and long ion steps.
share_low, share_high = S, 1.0 - a / E
share_scan = []
for x_test in (0.5, 1.0, 5.0, 20.0):
    h_test = calibrated_h(E, a, b, x_test)
    out = ion_step(T, h_test, h_test * x_test / T, bare_rate, 1.0)
    assert abs(a + out[1] + out[2] - E) < 1e-7
    share = out[1] / E
    assert share_low < share < share_high
    share_scan.append((x_test, share))

# Ion step twice as long: the full cycle and ions-alone run both change.
long_full = ion_step(2 * T, h, modified_rate, bare_rate, 1.0)
long_b = ion_step(2 * T, h, modified_rate, bare_rate, 0.0)[2]
long_E = a + long_full[1] + long_full[2]
S_long = synergy(long_E, a, long_b)
long_formula = (a + h * (-np.expm1(-2 * x))
                + 2 * b - b * (-np.expm1(-2 * x)) / x)
assert abs(long_E - long_formula) < 1e-7
assert S_long < S
S_double_a = synergy(E, 2 * a, b)

# Error propagation against random sampling of total thickness changes.
s = total_error / cycles
s_S = s / E * np.sqrt(2.0 + (1.0 - S) ** 2)
rng = np.random.default_rng(12345)
totals = rng.normal(np.array([E, a, b]) * cycles, total_error, (300000, 3))
sampled = synergy(totals[:, 0], totals[:, 1], totals[:, 2])
# Sampling error of a standard deviation is about 0.13 % here.
assert abs(np.std(sampled) / s_S - 1.0) < 0.01

# Silicon: eight atoms per cubic cell, four (100) layers per cell edge.
lattice_nm = physical_constants["lattice parameter of silicon"][0] * 1e9
density = 8.0 / lattice_nm ** 3
layer_nm = lattice_nm / 4.0
flux_nm2 = flux_cm2 * 1e-14
yield_bare = bare_rate * density / flux_nm2
yield_modified = modified_rate * density / flux_nm2
current_mA_cm2 = electron_charge * flux_cm2 * 1e3

print(f"Full cycle E: {E:.2f} nm")
print(f"Modification alone a: {a:.2f} nm")
print(f"Ions alone b: {b:.2f} nm")
print(f"Sum a+b: {a + b:.2f} nm")
print(f"Synergistic thickness E-a-b: {E - a - b:.2f} nm")
print(f"Synergy S: {100 * S:.1f} %")
print(f"Non-synergistic share (a+b)/E: {100 * (a + b) / E:.1f} %")
print(f"Silicon (100) layer spacing: {layer_nm:.4f} nm")
print(f"Full cycle in layer spacings: {E / layer_nm:.2f}")
print(f"Silicon atom density: {density:.2f} nm^-3")
print(f"Ion flux: {flux_cm2:.1e} cm^-2 s^-1")
print(f"Ion current density: {current_mA_cm2:.3f} mA/cm2")
print(f"Ion-step time T: {T:.1f} s")
print(f"Layer removal time tau: {tau:.1f} s")
print(f"Ratio x=T/tau: {x:.1f}")
print(f"Calibrated modified thickness h: {h:.4f} nm")
print(f"Modified fraction left after T: {100 * q_end:.2f} %")
print(f"Bare silicon yield: {yield_bare:.4f} atoms/ion")
print(f"Initial modified-layer yield: {yield_modified:.3f} atoms/ion")
print(f"Model full cycle (integrated): {E_model:.4f} nm")
print(f"Model synergy (integrated): {100 * S_model:.2f} %")
print(f"Ion-assisted removal: {assisted:.4f} nm")
print(f"Bare sputtering in full cycle: {bare_in_cycle:.4f} nm")
print(f"Over-subtracted sputtering: {overlap:.4f} nm")
print(f"Ion-assisted share of E: {100 * assisted / E:.2f} %")
print(f"Lower bound of that share: {100 * share_low:.1f} %")
print(f"Upper bound of that share: {100 * share_high:.1f} %")
for x_test, share in share_scan:
    print(f"Ion-assisted share at x={x_test:.1f}: {100 * share:.2f} %")
print(f"S for equal removal rates: {100 * abs(S_same):.2f} %")
print(f"S for fully protective layer: {100 * S_protect:.1f} %")
print(f"Doubled ion time: {2 * T:.1f} s")
print(f"Full cycle at doubled ion time: {long_E:.4f} nm")
print(f"Ions alone at doubled ion time: {long_b:.4f} nm")
print(f"S at doubled ion time: {100 * S_long:.1f} %")
print(f"S if a is doubled at fixed E: {100 * S_double_a:.1f} %")
print(f"Number of cycles measured: {cycles}")
print(f"Total removed, full cycles: {cycles * E:.1f} nm")
print(f"Total removed, modification alone: {cycles * a:.1f} nm")
print(f"Total removed, ions alone: {cycles * b:.1f} nm")
print(f"Error of each total: {total_error:.1f} nm")
print(f"Error per cycle: {s:.4f} nm")
print(f"Error of S, formula: {100 * s_S:.2f} percentage points")
print(f"Error of S, sampled: {100 * np.std(sampled):.2f} percentage points")
print("PASS")
```

Running it gives:

```
Full cycle E: 0.70 nm
Modification alone a: 0.03 nm
Ions alone b: 0.04 nm
Sum a+b: 0.07 nm
Synergistic thickness E-a-b: 0.63 nm
Synergy S: 90.0 %
Non-synergistic share (a+b)/E: 10.0 %
Silicon (100) layer spacing: 0.1358 nm
Full cycle in layer spacings: 5.16
Silicon atom density: 49.94 nm^-3
Ion flux: 1.0e+15 cm^-2 s^-1
Ion current density: 0.160 mA/cm2
Ion-step time T: 20.0 s
Layer removal time tau: 4.0 s
Ratio x=T/tau: 5.0
Calibrated modified thickness h: 0.6423 nm
Modified fraction left after T: 0.67 %
Bare silicon yield: 0.0100 atoms/ion
Initial modified-layer yield: 0.802 atoms/ion
Model full cycle (integrated): 0.7000 nm
Model synergy (integrated): 90.00 %
Ion-assisted removal: 0.6379 nm
Bare sputtering in full cycle: 0.0321 nm
Over-subtracted sputtering: 0.0079 nm
Ion-assisted share of E: 91.14 %
Lower bound of that share: 90.0 %
Upper bound of that share: 95.7 %
Ion-assisted share at x=0.5: 94.50 %
Ion-assisted share at x=1.0: 93.61 %
Ion-assisted share at x=5.0: 91.14 %
Ion-assisted share at x=20.0: 90.29 %
S for equal removal rates: 0.00 %
S for fully protective layer: -133.3 %
Doubled ion time: 40.0 s
Full cycle at doubled ion time: 0.7442 nm
Ions alone at doubled ion time: 0.0800 nm
S at doubled ion time: 85.2 %
S if a is doubled at fixed E: 85.7 %
Number of cycles measured: 50
Total removed, full cycles: 35.0 nm
Total removed, modification alone: 1.5 nm
Total removed, ions alone: 2.0 nm
Error of each total: 0.2 nm
Error per cycle: 0.0040 nm
Error of S, formula: 0.81 percentage points
Error of S, sampled: 0.81 percentage points
PASS
```
